# WKB tunnelling through a staggered heterojunction and its shortened imaginary path

## Three junctions at one field

Take two semiconductors with gaps of 0.80 eV and 0.70 eV, and apply 0.5 MV/cm. In a two-band model, an electron crosses the gap of the first with probability $2.6\times10^{-6}$ and that of the second with probability $8.1\times10^{-5}$. Now join them so that both band edges step down by a few tenths of an eV on going from the first to the second. At the same field and the most favourable energy, the probability of crossing from the valence band of the first to the conduction band of the second is about $1.4\times10^{-3}$ (the WKB formula derived below gives $1.5\times10^{-3}$), larger than in either material alone.

The forbidden path has become shorter, but that is only part of the explanation. The decay rate varies along the path, so it also matters which part of the path has gone.

## Geometry of the junction

The source (material 1) fills $x<0$ and the channel (material 2) fills $x>0$. Their gaps are $E_1$ and $E_2$. On entering the channel, the valence edge steps down by $D_v>0$ and the conduction edge by $D_c>0$. The energy between the source valence edge and the channel conduction edge at the interface is

$$E_{\rm eff}=E_2-D_v=E_1-D_c ,\qquad E_{\rm eff}>0 .$$

All band edges fall with slope $-F$, where $F$ is the electron charge times the field, in eV/nm. The slope is taken equal on both sides. Let $u$ be the height of the electron's energy above the source valence edge at the interface, and $\varepsilon$ its height above the local valence edge. Then

$$\varepsilon_1(x)=u+Fx\quad(x<0),\qquad \varepsilon_2(x)=u+D_v+Fx\quad(x>0).$$

The electron is in the gap where $0<\varepsilon<E_g$. It leaves the source valence band at $\varepsilon_1=0$, that is at $x_v=-u/F$. It enters the channel conduction band at $\varepsilon_2=E_2$, that is at $x_c=(E_2-D_v-u)/F=(E_{\rm eff}-u)/F$. For $0<u<E_{\rm eff}$ these points lie on opposite sides of the interface, and the forbidden length is

$$L=x_c-x_v=\frac{E_{\rm eff}}{F}.$$

A homojunction at the same field has $L=E_1/F$ or $L=E_2/F$. Both are longer, because $E_{\rm eff}$ is smaller than each gap.

## The imaginary wavevector

Let $c$ and $d$ be the conduction and valence envelopes, coupled by a momentum term of strength $w$ (eV nm). If $w$ differs between the materials, the coupling is written in the symmetrised form $\sqrt w\,(-i\partial_x)\sqrt w$, which is Hermitian. With $C=\sqrt w\,c$ and $D=\sqrt w\,d$, the two equations are

$$(E_c-E)\,C=iw\,D',\qquad (E_v-E)\,D=iw\,C',$$

and $C$ and $D$ are continuous at the interface. Put $D=iG$, and use $E-E_v=\varepsilon$ and $E_c-E=E_g-\varepsilon$:

$$C'=-\frac{\varepsilon}{w}\,G,\qquad G'=-\frac{E_g-\varepsilon}{w}\,C. \tag{1}$$

For constant $\varepsilon$, differentiating the first equation and inserting the second gives $C''=\kappa^2C$ with

$$\kappa(\varepsilon)=\frac{\sqrt{\varepsilon\,(E_g-\varepsilon)}}{w}. \tag{2}$$

The decay rate vanishes at both band edges and is largest at midgap, where it equals $E_g/2w$.

To relate $w$ to the band-edge mass $m^*$, set $\kappa^2=-k^2$, so that $\varepsilon(\varepsilon-E_g)=w^2k^2$. Just above the conduction edge $\varepsilon\approx E_g$, hence $\varepsilon-E_g\approx w^2k^2/E_g$. This must equal $\hbar^2k^2/2m^*$, so $w=\hbar\sqrt{E_g/2m^*}$. The model gives the valence edge the same mass, which makes it a description of light holes.

## The action

The WKB exponent is $2S$ with $S=\int_{x_v}^{x_c}\kappa\,dx$. On each side $d\varepsilon=F\,dx$, so

$$S=\frac1F\left[\int_0^{u}\kappa_1\,d\varepsilon+\int_{u+D_v}^{E_2}\kappa_2\,d\varepsilon\right]. \tag{3}$$

The electron follows the imaginary band of the source from the valence edge up to $u$. At the interface it transfers to that of the channel, at height $u+D_v$. The source band above $u$ and the channel band below $u+D_v$ are never used.

For the integrals put $\varepsilon=\tfrac12E_g(1-\cos\theta)$. Then $E_g-\varepsilon=\tfrac12E_g(1+\cos\theta)$, so that $\sqrt{\varepsilon(E_g-\varepsilon)}=\tfrac12E_g\sin\theta$, and $d\varepsilon=\tfrac12E_g\sin\theta\,d\theta$. Therefore

$$\int_0^{\varepsilon}\kappa\,d\varepsilon'=\frac{E_g^2}{4w}\int_0^\theta\sin^2\theta'\,d\theta'=\frac{E_g^2}{8w}\,(\theta-\sin\theta\cos\theta).$$

A homojunction uses the full range $0<\theta<\pi$, and its exponent is

$$2S_{\rm hom}=\frac{\pi E_g^2}{4wF}=\frac{\pi\sqrt{2m^*}\,E_g^{3/2}}{4\hbar F}. \tag{4}$$

For the heterojunction, let $\cos\theta_1=1-2u/E_1$ and $\cos\theta_2=1-2(u+D_v)/E_2$. The channel contributes the full range minus the part below $\theta_2$:

$$2S=\frac{E_1^2}{4w_1F}(\theta_1-\sin\theta_1\cos\theta_1)+\frac{E_2^2}{4w_2F}(\pi-\theta_2+\sin\theta_2\cos\theta_2). \tag{5}$$

## The factor in front of the exponential

**Amplitude in the gap.** Write $\alpha=\varepsilon/w$, $\beta=(E_g-\varepsilon)/w$ and $\rho=G/C$. Equations (1) give

$$\rho'=\frac{G'}{C}-\frac{G\,C'}{C^2}=-\beta+\alpha\rho^2 .$$

If the potential varies slowly, $\rho'$ is small and $\rho\approx\pm r$ with $r=\sqrt{\beta/\alpha}=\sqrt{(E_g-\varepsilon)/\varepsilon}$. For the solution decaying to the right, set $\rho=r+\delta$. To first order $r'=2\alpha r\delta$. Since $\alpha r=\kappa$, this means $\delta=r'/2\kappa$, and

$$\frac{C'}{C}=-\alpha\rho=-\kappa-\frac{\alpha r'}{2\kappa}=-\kappa-\frac{r'}{2r}.$$

Hence $C\propto r^{-1/2}e^{-\int\kappa dx}$ and $G=rC\propto r^{1/2}e^{-\int\kappa dx}$. The growing solution, with $\rho\approx-r$, has the same $\delta$ and the same factor $r^{-1/2}$, with the sign of $\kappa$ and of $G/C$ reversed.

**Interface.** In the source let the decaying and growing waves have amplitudes $a$ and $b$ at $x=0$. In the channel keep the decaying wave, of amplitude $t$; the growing one is exponentially small here if the channel segment is opaque. Continuity of $C$ and $G$ requires

$$\frac{a+b}{\sqrt{r_1}}=\frac{t}{\sqrt{r_2}},\qquad \sqrt{r_1}\,(a-b)=\sqrt{r_2}\,t ,$$

where $r_1$ is evaluated at $\varepsilon_1=u$ and $r_2$ at $\varepsilon_2=u+D_v$. Solving each for its bracket and adding,

$$2a=t\left(\sqrt{\frac{r_1}{r_2}}+\sqrt{\frac{r_2}{r_1}}\right)=t\,\frac{r_1+r_2}{\sqrt{r_1r_2}} .$$

**Turning points.** Near the valence edge $E_g-\varepsilon\approx E_g$, and (1) reduces to $G''=(E_gF/w^2)(x-x_v)\,G$, which is Airy's equation. Let $z$ be its scaled coordinate, positive in the gap, and $\zeta=\tfrac23|z|^{3/2}$. The decaying solution is

$$\mathrm{Ai}\to\frac{e^{-\zeta}}{2\sqrt\pi\,z^{1/4}}\ \text{(gap)},\qquad \mathrm{Ai}\to\frac{\sin(\zeta+\pi/4)}{\sqrt\pi\,|z|^{1/4}}\ \text{(band)}.$$

The sine consists of two travelling waves with coefficient $\tfrac12$ each, equal to the coefficient of the exponential. An incident wave of unit amplitude thus becomes a decaying wave of unit amplitude. The growing wave $b$ is reduced by a further $e^{-2S_1}$ relative to the decaying one by the time it reaches $x_v$, where $S_1$ is the source part of $S$. It is dropped, which requires the source segment to be opaque too.

At the conduction edge $C$ obeys the mirror-image equation. The outgoing wave is $\mathrm{Bi}\pm i\,\mathrm{Ai}$, of modulus $1/(\sqrt\pi|z|^{1/4})$ in the band. In the gap it is dominated by $\mathrm{Bi}\to e^{\zeta}/(\sqrt\pi z^{1/4})$, so unit amplitude again connects to unit amplitude. The current is proportional to $-\mathrm{Im}(C^*G)$, which for a travelling wave with $|C|=|r|^{-1/2}|a|$ and $|G|=|r|^{1/2}|a|$ is $|a|^2$ at either end. The transmission is therefore

$$T(u)=\frac{4r_1r_2}{(r_1+r_2)^2}\,e^{-2S(u)} . \tag{6}$$

In a homojunction $r_1=r_2$ and the factor is 1. In the staggered junction $E_1-u>E_{\rm eff}-u$ and $u<u+D_v$, so $r_1>r_2$. The factor is then below 1, because $(r_1+r_2)^2-4r_1r_2=(r_1-r_2)^2$. The offset therefore costs some reflection at the interface. Formula (6) is the leading result at weak field and fails when $u$ approaches 0 or $E_{\rm eff}$, since a turning point then reaches the interface.

## Does a shorter path guarantee a smaller action?

At an arbitrary energy it does not. Keep the gaps and field of the example, with $D_v=0.20$ eV, but give the channel a mass of $1.0\,m_0$. At $u=0.25$ eV the exponent is 18.55, against 12.88 for the source homojunction, although the path is 10 nm instead of 16 nm. The larger decay rate in the heavy channel outweighs the shorter length.

At the energy of least action the answer is different. Differentiating (3) with respect to its limits,

$$\frac{dS}{du}=\frac{\kappa_1(u)-\kappa_2(u+D_v)}{F}.$$

Its sign is that of the difference of the squares,

$$\kappa_1^2-\kappa_2^2=\frac{u(E_1-u)}{w_1^2}-\frac{(u+D_v)(E_{\rm eff}-u)}{w_2^2}.$$

This is at most quadratic in $u$. It equals $-D_vE_{\rm eff}/w_2^2<0$ at $u=0$ and $E_{\rm eff}D_c/w_1^2>0$ at $u=E_{\rm eff}$, so it has exactly one zero in between. There $dS/du$ passes from negative to positive, and $S$ has its minimum. At this energy the decay rate is continuous across the interface.

The ends of the interval supply the comparison:

$$S(0)=\frac1F\int_{D_v}^{E_2}\kappa_2\,d\varepsilon<S_{\rm hom,2},\qquad S(E_{\rm eff})=\frac1F\int_0^{E_{\rm eff}}\kappa_1\,d\varepsilon<S_{\rm hom,1}.$$

The minimum lies below both end values, hence below the actions of both homojunctions, whatever the masses. This holds for the two-band dispersion, equal fields and a staggered alignment with positive $E_{\rm eff}$.

## Equal materials: which part of the path is removed

To isolate the effect of the offset, let both sides have the same $E_g$ and $w$, with $D_v=D_c=D$ and $d=D/E_g$. Equation (3) becomes

$$S=S_{\rm hom}-\frac1F\int_u^{u+D}\kappa\,d\varepsilon .$$

The offset cuts a window of width $D$ out of the imaginary band. By symmetry $\kappa(u)=\kappa(u+D)$ at $u=(E_g-D)/2$, so at the best energy the window is centred on midgap, where $\kappa$ is largest.

There $\cos\theta_1=1-(1-d)=d$ and $\cos\theta_2=-d$, so $\theta_2=\pi-\theta_1$ and the two terms of (5) are equal. Also $r_1=\sqrt{(1+d)/(1-d)}=1/r_2$, which gives $r_1+r_2=2/\sqrt{1-d^2}$ and an interface factor $1-d^2$. Thus

$$T=(1-d^2)\exp\left\{-\frac{E_g^2}{2wF}\left[\arccos d-d\sqrt{1-d^2}\right]\right\}. \tag{7}$$

Like (6), this needs both turning points far from the interface, so it fails as $d\to1$; the vanishing of the prefactor there is an artefact of the approximation. The ratio of this exponent to (4) is

$$R(d)=\frac2\pi\left[\arccos d-d\sqrt{1-d^2}\right],\qquad R'(d)=-\frac4\pi\sqrt{1-d^2}.$$

For a small offset the exponent falls as $1-4d/\pi$, faster than the length, which falls as $1-d$. The interface loss is of second order in $d$, so a small offset raises $T$. For larger $d$, note that $R'$ increases with $d$, so $R$ is convex. It equals 1 at $d=0$ and 0 at $d=1$, and therefore lies below the straight line $1-d$ in between.

It is tempting to put $E_{\rm eff}$ in place of $E_g$ in (4) at fixed mass, which would give the ratio $(1-d)^{3/2}$. To compare, integrate $R'$ from $d$ to 1 and substitute $t=1-qs$ with $q=1-d$:

$$R=\frac4\pi\int_d^1\sqrt{(1-t)(1+t)}\,dt=q^{3/2}\,\frac4\pi\int_0^1\sqrt{s}\,\sqrt{2-qs}\,ds .$$

The factor multiplying $q^{3/2}$ decreases with $q$. It is 1 at $q=1$, because $R(0)=1$, and tends to $\frac4\pi\cdot\frac23\sqrt2\approx1.20$ as $q\to0$. The substitution therefore makes the exponent too small, by a factor that approaches 1.2 for large offsets. It treats the remaining path as a complete band loop of a smaller gap, in which $\kappa$ passes through a rounded maximum and returns to zero. The actual path consists of the two outer pieces of the original loop. At $d=0.5$ the length ratio is 0.50, the exponent ratio 0.391 and the substituted value 0.354.

## The worked example

The parameters are $E_1=0.80$ eV, $E_2=0.70$ eV, band-edge masses $0.05\,m_0$ and $0.04\,m_0$, $D_v=0.20$ eV and $F=0.050$ eV/nm. They give $E_{\rm eff}=0.50$ eV, $D_c=0.30$ eV, $w_1=0.7808$ eV nm and $w_2=0.8165$ eV nm. The path is $0.50/0.050=10$ nm, against 16 nm and 14 nm.

Equality of the decay rates gives $u=0.1791$ eV, with 3.6 nm of path in the source and 6.4 nm in the channel. The angles are $\theta_1=0.9859$ and $\theta_2=1.6542$. The two terms of (5) are

$$\frac{0.80^2}{4(0.7808)(0.050)}\,(0.9859-0.4603)=2.154,$$

$$\frac{0.70^2}{4(0.8165)(0.050)}\,(1.4874-0.0830)=4.214,$$

so $2S=6.37$. The homojunction exponents are 12.88 and 9.43. Relative to the channel homojunction, the length has fallen to 0.71 of its value and the exponent to 0.68.

At the interface $r_1=\sqrt{0.6209/0.1791}=1.86$ and $r_2=\sqrt{0.3209/0.3791}=0.92$, so the factor in (6) is 0.885. This value belongs to the symmetrised ordering of $w$ and $-i\partial_x$. The other simple Hermitian choices, $w\,(-i\partial_x)$ in one off-diagonal element and $(-i\partial_x)\,w$ in the other, multiply $r_1/r_2$ by $w_1/w_2$ or its inverse and give 0.90 or 0.87. The choice matters little here because $w_1\approx w_2$, but it matters much more when the two differ strongly. Hence $T=0.885\,e^{-6.37}=1.5\times10^{-3}$, about 19 times the channel homojunction value and about 590 times that of the source.

Direct numerical integration of equations (1) through the same junction gives $1.37\times10^{-3}$, 10% below the formula. Some deviation is to be expected, because (6) is derived for turning points that lie far from the interface compared with the range over which they are spread. In the source this range corresponds to an energy of $(\hbar^2F^2/2m_1)^{1/3}=0.124$ eV, which is not far below $u$, so the condition is only marginally met. The correction $\delta=r'/2\kappa$ is proportional to $F$, so the error should vanish linearly at weak field. Extrapolating the ratio of numerical to WKB transmission from one quarter and one eighth of the field gives 1.001, which supports the interface factor as well as the exponent.

## Transverse momentum

A conserved transverse wavevector $k$ changes the decay rate to $\sqrt{\kappa^2+k^2}$. The turning points move, but the integrand vanishes there, so their motion does not contribute to the first derivative:

$$\left.\frac{d(2S)}{d(k^2)}\right|_{k=0}=\int_{x_v}^{x_c}\frac{dx}{\kappa}\equiv\Lambda .$$

In the variable $\theta$, $d\varepsilon/\kappa=w\,d\theta$, hence

$$\Lambda=\frac{w_1\theta_1+w_2(\pi-\theta_2)}{F}=39.7\ {\rm nm}^2 .$$

For small $k$ the exponential is multiplied by $e^{-\Lambda k^2}$. It falls by a factor $e$ at $k\approx0.16$ nm$^{-1}$, which corresponds to a kinetic energy of about 0.024 eV in the channel. A current calculation must sum over this narrow range of $k$ and over energy; $T$ alone is not a current.

## Comparison with real tunnel transistors

The gaps, light masses and offsets are rough values in the regime of III–V staggered-gap tunnel transistors. The field is on the low side: fields of order 1 MV/cm are relevant in the on state, and there the exponent would be halved and (6) would be less accurate. One assumption that such devices break is the uniform field in the source. With $2\times10^{18}$ cm$^{-3}$ ionised acceptors and relative permittivity 14, the source band can bend by 0.48 eV, enough to reach $u$. At fixed interface field and fixed $u$, the source path then grows from 3.6 to 4.0 nm and the transmission is multiplied by 0.82. That doping is low for a tunnel-transistor source. The available bending is inversely proportional to doping, so at $2\times10^{19}$ cm$^{-3}$ and this field it would be about 0.05 eV and the best energy could not be reached. The bending also grows as the square of the interface field, so at 1 MV/cm the same doping would allow about 0.19 eV, just enough to reach it. At such doping, holes also leave states near the top of the source valence band empty, which is not included here. In the limit $u\to0$ the path lies wholly in the channel and is still 10 nm long, but the exponent rises to 7.20. This remains below the 9.43 of the channel homojunction; the interface factor in (6) no longer applies there.

Other changes are of similar or larger size:

- A channel field 10% higher, with the source field held, multiplies $T$ by 1.47.
- Narrowing both gaps by 0.05 eV, with $D_v$ and the masses held and the best energy found again, multiplies the exponential by 2.5. In real III–V materials the masses fall with the gap, which makes the factor larger. Uncertainty in gaps and offsets can thus matter more than the WKB error.
- A heavy hole of mass $0.4\,m_0$ in a single parabolic band would have a source exponent of 6.6 at the same $u$, instead of 2.15. Light holes therefore dominate at this energy, though the argument weakens as $u\to0$.

Phonon-assisted and trap-assisted tunnelling, band tails and quantum confinement are left out and have not been sized. The full set of values is in the numerical output below.

## Computed values

```
source gap, mass: 0.80 eV, 0.05 m0
channel gap, mass: 0.70 eV, 0.04 m0
valence step, conduction step: 0.20, 0.30 eV
interface gap: 0.50 eV
field: 0.50 MV/cm = 0.050 V/nm
w source, w channel: 0.7808, 0.8165 eV nm
path, heterojunction: 10.00 nm
path, source homojunction: 16.00 nm
path, channel homojunction: 14.00 nm
best energy u: 0.1791 eV
path in source, in channel: 3.58, 6.42 nm
kappa at interface, best u: 0.4271 1/nm
angles theta1, theta2: 0.9859, 1.6542 rad
exponent 2S, source part: 2.154
exponent 2S, channel part: 4.214
exponent 2S, heterojunction: 6.368
exponent 2S, source homojunction: 12.876
exponent 2S, channel homojunction: 9.426
interface factor: 0.8854
T heterojunction, formula: 1.519e-03
T heterojunction, two-band numerical: 1.374e-03
T source homojunction: 2.559e-06
T channel homojunction, formula: 8.059e-05
T channel homojunction, numerical: 8.054e-05
gain over source homojunction: 593.7
gain over channel homojunction: 18.9
numerical/formula, zero-field limit, 3 cases: 1.0012, 1.0021, 1.0017
heavy channel (1.0 m0), u=0.25 eV, 2S: 18.55
twin d=0.25: length ratio 0.750, exponent ratio 0.685, (1-d)^1.5 0.650
twin d=0.50: length ratio 0.500, exponent ratio 0.391, (1-d)^1.5 0.354
twin d=0.75: length ratio 0.250, exponent ratio 0.144, (1-d)^1.5 0.125
neglected: numerical/formula T at this field: 0.904
turning-point energy scale, source: 0.124 eV
source doping, relative permittivity: 2.0e+18 cm^-3, 14
source band bending available: 0.484 eV
source path with doping charge: 4.00 nm
2S with doping charge: 6.564; T factor 0.822
2S in heavily doped limit u=0: 7.204
channel field 10% higher: T factor 1.467
both gaps 0.05 eV smaller: exponential factor 2.468
transverse spread Lambda: 39.69 nm^2
transverse k for 1/e: 0.1587 1/nm
its kinetic energy in channel: 0.0240 eV
source part of 2S, heavy hole 0.4 m0, same u: 6.552
```
